Why and when an incommensurate monolayer rotates: the Novaco-McTague angle, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE ORIENTATION ENERGY

1. What a rigid layer cannot explain

Put a triangular monolayer on a hexagonal surface whose period does not fit it. If the layer is rigid, its molecules sample every position in the substrate cell equally, whatever the angle between the two lattices. The mean substrate energy is then the same at every angle, and the theory predicts no preferred orientation at all. Supposing instead that the layer must follow the symmetry axis of the surface does no better: a layer found a degree or two off the axis would have to be blamed on defects or steps.

The missing ingredient is the elastic response. The substrate pushes the molecules slightly away from their ideal sites, and the energy gained in this way does depend on angle. In an aligned layer the forces excite longitudinal waves. In a rotated layer they also excite transverse waves, which are softer. It is tempting to conclude that the layer must rotate because transverse waves are softer, but this is not sufficient. Rotation also shortens the wavelength of the distortion, which stiffens the response. At small misfit the layer rotates if the squared longitudinal sound speed exceeds about twice the squared transverse one, and stays aligned otherwise.

2. Model and conventions

The algebra is in atomic units. All vectors lie in the plane of the surface. For a vector q, q² means its squared length, qq is the matrix with elements qᵢqⱼ, and I is the unit matrix.

The undistorted layer has sites R on a triangular lattice of spacing a, with N particles of mass M. Its reciprocal vectors τ satisfy exp(iτ·R) = 1 for every R. The particles stand at R + u(R), where u is the displacement.

The substrate is rigid and enters through one star of six reciprocal vectors G of equal length:

V(r) = V_G Σ_G exp(iG·r).

The origin is at a sixfold site of the substrate and V_G is real. The sum contains both G and −G, so V(r) is real. A negative V_G puts the minima at the origin and its equivalents. A constant added to V would not depend on orientation and is left out.

Five assumptions hold until they are examined later: the corrugation is weak; the layer is harmonic; its density is fixed while its angle varies; the temperature is zero; and zero-point motion is neglected.

The layer is taken to be close to some commensurate structure of spacing a_ref. In that structure every G coincides with a reciprocal vector of the layer. In the actual layer the corresponding τ has a slightly different length and may be rotated. Since reciprocal lengths vary as the inverse spacing,

z = |τ|/|G| = a_ref/a.

The misfit is δ = |z − 1|. A compressed layer has a < a_ref and z > 1; an expanded one has z < 1. The case z = 1 is excluded.

An example fixes the meaning of a_ref. A triangular lattice of spacing a has a first reciprocal star of length 4π/(√3 a) and a second star longer by √3, of length 4π/a. If the substrate has spacing s, its first star has length 4π/(√3 s). The second star of the layer matches it when a = √3 s. For this structure a_ref = √3 s.

3. The rigid layer has no orientation energy

Shift the whole layer by r₀ without distorting it. Its substrate energy per particle is

(1/N) Σ_R V(R + r₀) = V_G Σ_G exp(iG·r₀) [(1/N) Σ_R exp(iG·R)].

The bracket is a product of two geometric sums divided by N. It tends to zero for a large layer unless G is a reciprocal vector of the layer. Near z = 1, but not at it, |G| differs from the length of every τ, so no rotation can make them coincide. The energy is zero at every angle and for every r₀.

The elastic energy of the undistorted layer does not depend on its orientation either. Any preference must therefore come from u.

4. The harmonic layer

The elastic energy is

U = ½ Σ_R Σ_R′ u(R)·Φ(R − R′)·u(R′).

Define the force-constant matrix

D(k) = Σ_R Φ(R) exp(−ik·R).

For a lattice with inversion symmetry D(k) is real and symmetric. Its eigenvalues are Mω², where ω are the phonon frequencies. It vanishes at k = 0, because a uniform shift costs nothing, and in a stable layer it is positive definite at the other wavevectors of the zone. Since exp(iτ·R) = 1,

D(k + τ) = D(k).

5. Response to the substrate

Expand the substrate energy in the displacement:

Σ_R V(R + u) = Σ_R V(R) + Σ_R u(R)·∇V(R) + terms of order V_G u².

The first term has just been shown to vanish. The displacement will turn out to be proportional to V_G, so the omitted terms are of third order in V_G. To second order the gradient at the undistorted sites is enough:

∇V(R) = V_G Σ_G iG exp(iG·R).

This force pattern contains six plane waves, so the displacement is sought in the same form:

u(R) = Σ_G A_G exp(iG·R), with A_{−G} = A_G*.

The condition on A_G makes u real. The waves are orthogonal when summed over the sites, provided that no two different G differ by a reciprocal vector of the layer. To see that this holds, write each G as τ + q with q short. Then G − G′ is a reciprocal vector plus q − q′, and q − q′ is neither zero nor as long as the shortest reciprocal vector.

With this orthogonality the elastic energy per particle is

U/N = ½ Σ_G A_G*·D(G)·A_G.

For the substrate term write the real field u as Σ_G A_G* exp(−iG·R). Multiplying by ∇V and averaging over the sites keeps equal G in both sums:

(1/N) Σ_R u·∇V = iV_G Σ_G A_G*·G.

The energy per particle is therefore

E = Σ_G [½ A_G*·D(G)·A_G + iV_G A_G*·G].

The elastic force on each wave must balance the substrate force:

D(G)·A_G + iV_G G = 0,

A_G = −iV_G D⁻¹(G)·G.

Replacing G by −G changes the sign of the right side, which is the same as complex conjugation, so the reality condition is met. Because D is positive definite, the quadratic energy is convex and this stationary point is its minimum.

Now insert the solution, using A_G* = +iV_G D⁻¹·G. The elastic term is

½ (iV_G)(−iV_G) G·D⁻¹·G = +½ V_G² G·D⁻¹·G.

The substrate term is

(iV_G)(iV_G) G·D⁻¹·G = −V_G² G·D⁻¹·G.

Half of the substrate gain is spent on elastic energy. What remains is

E = −½ V_G² Σ_G G·D⁻¹(G)·G.

The energy is even in V_G, so at this order it does not matter whether the sixfold sites are minima or maxima. The displacement does depend on the sign. A pair G, −G contributes

2V_G sin(G·R) D⁻¹(G)·G

to u(R). With V_G negative, a molecule slightly to the positive side of a minimum along G moves back toward it, as it should.

6. A short substrate wave becomes a long layer wave

The wavevector G is not small. The force, however, is felt only at the sites, where a wave of vector G is indistinguishable from one of vector

q = G − τ.

By the periodicity of D, D(G) = D(q). Near a commensurate structure q is short, and the substrate drives long elastic waves. These are soft, which is why a weak corrugation can matter. The force amplitude keeps the full vector G, while the stiffness is set by q. The angle between these two vectors decides which kind of wave is excited.

For small q the matrix D is quadratic in q. A dependence on the direction of q could enter with at most fourfold angular harmonics, two from the quadratic form and two from the matrix indices. A sixfold axis forbids these, so the response is isotropic. Mirror symmetry forbids coupling between longitudinal and transverse waves. Hence

D(q) = M [c_L² qq + c_T² (q² I − qq)],

where c_L and c_T are the two sound speeds. With the unit vector e = q/|q| the inverse is

D⁻¹(q) = [1/(M q²)] [ee/c_L² + (I − ee)/c_T²].

Define

ε = c_L²/c_T² − 1.

In a layer at zero stress ε has a simple meaning. Let λ and μ be the Lamé constants and A_c the area per particle. The strain energy per area is

½ λ (e_xx + e_yy)² + μ (e_xx² + e_yy² + 2e_xy²).

A longitudinal wave along x has e_xx = ∂u_x/∂x, and its stiffness is λ + 2μ. A transverse one has e_xy = ½ ∂u_y/∂x, and its stiffness is μ. Thus M c_L² = (λ + 2μ)A_c and M c_T² = μA_c, and

ε = (λ + μ)/μ = K/μ,

where K = λ + μ is the two-dimensional bulk modulus. Stability requires both K and μ to be positive. Every stable isotropic layer at zero stress therefore has softer transverse waves. If that alone caused rotation, every such layer would rotate.

7. The energy as a function of angle

Take one G along x and let the layer be rotated by θ. Then

G = |G| (1, 0),
τ = |G| z (cos θ, sin θ),
q = |G| (1 − z cos θ, −z sin θ).

Let w = q²/G². Squaring the components gives

w = (1 − z cos θ)² + z² sin²θ = 1 + z² − 2z cos θ.

The squared component of G along q is

(G·e)² = G² (1 − z cos θ)²/w.

Its squared component perpendicular to q is the remainder,

G² − (G·e)² = G² z² sin²θ/w.

Substitute both into the inverse matrix, with q² = G²w:

G·D⁻¹·G = F/(M c_L²),

F(θ) = [(1 − z cos θ)² + (1 + ε) z² sin²θ]/w².

The length |G| has cancelled. A rotation by 60° carries both the substrate star and the layer star into themselves, so all six G contribute equally:

E(θ) = −3 V_G² F(θ)/(M c_L²).

The layer chooses the angle at which F is largest. The first term in F is the longitudinal response and the second the transverse response. At θ = 0, G is parallel to q and the transverse term vanishes, however soft the transverse waves are.

8. The competition at small misfit

Let δ and θ both be small and of the same order. To leading order the components of q along and across G have the sizes |G|δ and |G|θ. Let ψ be the angle between q and the line of G:

tan ψ = θ/δ.

Since |G|δ is the projection of q on that line, w = δ²/cos²ψ. The squared components of the unit vector along G are cos²ψ along q and sin²ψ across it, so

F = [cos²ψ + (1 + ε) sin²ψ] cos²ψ/δ²
 = cos²ψ (1 + ε sin²ψ)/δ².

The two factors describe the competition. The factor cos²ψ is the price of a longer q. The factor 1 + ε sin²ψ is the benefit of the softer transverse channel. For a very small turn their product is

1 + (ε − 1)ψ².

The transverse advantage ε must therefore exceed 1 before any turn pays.

To find the optimum set C = cos²ψ. Then

δ²F = C(1 + ε − εC),

whose derivative with respect to C vanishes at

C = (1 + ε)/(2ε).

The second derivative is −2ε, so this is a maximum. It lies below C = 1 if ε > 1. In that case

tan²ψ = 1/C − 1 = (ε − 1)/(ε + 1),

and, because θ = δ tan ψ,

θ ≈ δ √[(ε − 1)/(ε + 1)] = δ √(1 − 2c_T²/c_L²).

If ε ≤ 1, F grows all the way to C = 1 and the layer stays aligned. In this limit the angle is proportional to the misfit, with a factor set by the sound-speed ratio. It does not contain V_G.


SECOND HALF: THE ANGLE AT FINITE MISFIT, AND A METHANE LAYER

9. Symbols and results carried over

The layer has spacing a, the nearest commensurate structure has spacing a_ref, z = a_ref/a, and the misfit is δ = |z − 1|. The sound speeds enter through ε = c_L²/c_T² − 1. A substrate vector G, with amplitude V_G, drives a layer wave of vector q = G − τ, where τ is the nearby reciprocal vector of the layer. The layer is turned by θ, and w = q²/G² = 1 + z² − 2z cos θ. To second order in V_G, at fixed density and for small q,

E = −3V_G² F/(M c_L²),

F = [(1 − z cos θ)² + (1 + ε) z² sin²θ]/w².

At small misfit θ ≈ δ√(1 − 2c_T²/c_L²) if ε > 1, and θ = 0 otherwise.

10. The optimum without expanding in the misfit

It is simpler to vary w than θ. From the definition of w,

z cos θ = (1 + z² − w)/2,

1 − z cos θ = (1 − z² + w)/2.

Since (1 − z cos θ)² + z² sin²θ = w, the numerator of F is

(1 + ε)w − ε(1 − z cos θ)²
 = (1 + ε)w − (ε/4)(1 − z² + w)².

Divide by w², and write p = 1/w and h = 1 − z²:

F = (1 + ε)p − (ε/4)(1 + hp)².

Take ε > 0, so that transverse waves are the softer ones. This is then a parabola in p with second derivative −εh²/2, which is negative. It has one maximum, where

(1 + ε) − (ε/2)h(1 + hp) = 0,

1 + hp = 2(1 + ε)/(εh),

p = [2(1 + ε) − εh]/(εh²).

Because 2(1 + ε) − ε(1 − z²) = 2 + ε(1 + z²), the corresponding w is

w* = ε(1 − z²)²/[2 + ε(1 + z²)].

Insert it into cos θ = (1 + z² − w)/(2z) and use a common denominator. The terms proportional to ε in the numerator are ε[(1 + z²)² − (1 − z²)²] = 4εz², so

cos θ* = [1 + z²(1 + 2ε)]/{z[2 + ε(1 + z²)]}.

This is the Novaco-McTague angle for an isotropic layer.

The elastic response gives the layer an orientation energy, and for small q its stationary angle θ* is now known without expanding in the misfit. It remains to find when this angle is real, so that the layer rotates, how much energy the rotation gains, and how far the result holds for a methane monolayer.
